# Choosing a periodic cell for partly joined metal-oxide resist clusters

## One cluster in a periodic cell

Periodic electronic-structure calculations ask for a cell, its number of repeats and the directions in which it is periodic. For a partly condensed metal-oxide resist, these settings, together with the bonds in the cell, decide whether the model contains finite molecules or an endless network.

Take a cubic cell holding one metal-oxo cluster with six binding sites, one on each face. Periodicity makes opposite faces meet, so there are three distinct contacts, each between the cluster and its own image. Join one contact and the result is an endless chain. A joined pair of clusters cannot be represented in this cell.

Let each contact be joined independently with probability $p$. The cell contains an endless network unless all three contacts are open, so

$$R_1(p)=1-(1-p)^3 .$$

At $p=0.2$ this is $1-0.512=0.488$. Nearly half of such random cells look gelled, although the infinite cubic lattice, as shown below, has no endless network for any $p<0.2$.

Now give each contact a random number $u$, uniform between 0 and 1, and join it when $p$ reaches $u$. The first endless path appears at $u_*$, the smallest of the three numbers. Since $u_*>p$ has probability $(1-p)^3$,

$$\langle u_*\rangle=\int_0^1(1-p)^3dp=\frac14,\qquad
\langle u_*^2\rangle=\int_0^1 2p(1-p)^3dp=\frac1{10}.$$

The standard deviation is $\sqrt{1/10-1/16}=0.19$. The mean lies close to the true cubic threshold, 0.249, but the spread is about three quarters of the mean. One small cell therefore says almost nothing about gelation.

## The model and the loop-free estimate

Let the cell contain $L\times L\times L$ clusters, $N=L^3$ in all. Each cluster has six contacts and each contact has two ends, so there are $M=6N/2=3N$ contacts. "Cluster" means one six-site unit; a set of joined clusters is a component. The threshold $p_c$ is the value of $p$ above which the infinite lattice has an endless component.

Suppose first that no path ever returns to a cluster already reached. A cluster entered through one contact has five onward contacts. Let $T$ be the mean number of clusters found through one contact, before knowing whether it is joined. With probability $p$ it leads to one cluster and five further contacts of the same kind:

$$T=p(1+5T)\quad\Rightarrow\quad T=\frac{p}{1-5p}.$$

A starting cluster has six contacts, so its mean component size is

$$S=1+6T=\frac{1-5p+6p}{1-5p}=\frac{1+p}{1-5p},\qquad p<\frac15 .$$

It diverges at $p=1/(6-1)=0.2$, the loop-free gel point.

Above that point, let $Q$ be the probability that a contact does not lead to an endless component. Either it is open, or it is joined and all five onward contacts fail:

$$Q=1-p+pQ^5,\qquad P_\infty=1-Q^6 .$$

Here $P_\infty$ is the fraction of clusters in the gel. Put $Q=1-\epsilon$. Then $\epsilon=p[1-(1-\epsilon)^5]$. The right-hand side starts at zero with slope $5p$ and bends downwards, so a positive solution exists only if $5p>1$. Just above threshold, expansion to second order gives

$$\epsilon\simeq p(5\epsilon-10\epsilon^2)\quad\Rightarrow\quad
\epsilon\simeq\frac{5p-1}{10p},\qquad P_\infty\simeq6\epsilon\simeq3(5p-1).$$

The last step sets $p=0.2$ in the denominator. The gel fraction thus starts continuously from zero.

### What survives on the cubic lattice

If a cluster belongs to the component of a starting cluster, at least one joined path without repeated clusters connects them. The first step has six choices and each later step at most five, because it cannot reverse. There are therefore at most $6\cdot5^{n-1}$ such paths of $n$ steps, each joined with probability $p^n$. Hence

$$S_{\rm cubic}\le1+\sum_{n=1}^{\infty}6\cdot5^{n-1}p^n
=1+\frac{6p}{1-5p}=\frac{1+p}{1-5p}.$$

For $p<0.2$ the mean size is finite, so $p_c\ge0.2$. The loop-free value is a rigorous lower bound here, and the bound alone does not locate the threshold.

A random graph with six contacts per cluster has few short loops and shows the difference at fixed coordination. At $p=0.15$ the formula gives $S=4.60$, the random graph 4.59 and the cubic lattice about 4.2, the last two being sampled values. At $p=0.22$, with 97,336 clusters, the largest component holds 26% of the random graph, against 25% from the formula, but only 0.5% of the cubic lattice. At $p=0.265$ the cubic lattice has a large component too, with 47% of the clusters.

## Telling a molecule from a network

Counting components is not enough: a periodic cell may hold one large component that is still a finite molecule. The useful question is whether a closed path returns to the same cluster or to its image in another cell.

Union-find answers this while bonds are added. Each cluster stores a parent in its component and its displacement from that parent. Following parents leads to a root, which is its own parent. Let $d_i$ be the summed displacement of cluster $i$ from its root, measured along joined bonds without folding positions back into the cell.

Add a bond from $i$ to $j$ with step $e$, for example $(1,0,0)$. Let the roots sit at $r_i$ and $r_j$. The bond requires

$$r_j+d_j=r_i+d_i+e ,$$

and therefore

$$r_j-r_i=w,\qquad w=d_i+e-d_j .$$

There are three outcomes.

- **Different roots.** The components merge. If root $j$ is attached to root $i$, its stored displacement is $w$; if root $i$ is attached to root $j$, it is $-w$. Attaching the smaller component to the larger keeps searches short.
- **Same root, $w=0$.** The bond closes a local loop.
- **Same root, $w\ne0$.** The path from the root to $i$, across the bond and back to the root ends in another image. The component is endless.

Four clusters in a row in a cell with $L=4$ show the test. Starting at the first, their displacements along the row are 0, 1, 2 and 3. The bond from the last to the first has $e=1$, so $w=3+1-0=4$, one full cell. Four clusters round a square have displacements $(0,0)$, $(1,0)$, $(1,1)$ and $(0,1)$. The closing bond has $e=(0,-1)$, so $w=(0,1)+(0,-1)-(0,0)=0$.

During a search, a cluster's parent can be replaced by its grandparent. The stored displacement must then become the sum of the two old ones, because $x_i-x_g=(x_i-x_q)+(x_q-x_g)$ for parent $q$ and grandparent $g$. With this shortening, a search took 0.34 moves on average, each climbing one or two parent links, for every size from $L=8$ to $L=32$, counted up to the first winding. Over this range the cost per bond did not grow with the cell.

An independent test unrolls the cell into $3\times3\times3$ copies. A finite component gives 27 separate copies; a winding one links some of them, unless all its winding numbers are multiples of three, which did not occur in these trials. For 40 random bond orders at $L=4$, the number of components in the large cell was 27 times that in the small cell just before the detected winding bond, and smaller just after it.

## From finite cells to the threshold

Add the contacts in random order and let $n$ be the number joined when the first winding path appears. To turn $n$ into a probability, return to the random numbers $u$. The $n$th smallest of $M$ uniform numbers has density proportional to $u^{n-1}(1-u)^{M-n}$. Using $\int_0^1u^a(1-u)^bdu=a!\,b!/(a+b+1)!$,

$$\langle u\rangle=\frac{n}{M+1},\qquad
\langle u^2\rangle=\frac{n(n+1)}{(M+1)(M+2)} .$$

Subtracting the squared mean gives

$$\mathrm{Var}(u)=\frac{n[(n+1)(M+1)-n(M+2)]}{(M+1)^2(M+2)}
=\frac{x(1-x)}{M+2},\quad x=\frac{n}{M+1}.$$

The full width of the winding threshold combines the variation of $x$ between bond orders with this term. In the numerical work the second term was approximated by $m(1-m)/M$, where $m$ is the sample mean of $x$. For $L=1$, $n$ is always 1 and the second term supplies the whole width.

Near the threshold, finite-size scaling states that for large $L$ the winding probability depends on $p$ and $L$ through $(p-p_c)L^{1/\nu}$, where $\nu$ is the correlation-length exponent. This is an assumption of the analysis. It means $u_*=p_c+L^{-1/\nu}X$, with a distribution of $X$ that no longer depends on $L$. If $X$ has mean $A$ and standard deviation $B$,

$$m_L=p_c+AL^{-1/\nu},\quad \sigma_L=BL^{-1/\nu}
\quad\Rightarrow\quad m_L=p_c+\frac AB\,\sigma_L .$$

A straight line of mean against width, continued to zero width, gives $p_c$ without a value for $\nu$.

From $L=8$ to $L=32$ the width falls from 0.023 to 0.005, while the means stay between 0.2487 and 0.2495. The intercept is

$$p_c=0.2488\pm0.0005 .$$

The error is one standard error from resampling; it does not include possible departures from the scaling form in the smaller cells. The threshold exceeds the loop-free value by a factor $0.2488/0.2=1.244$.

## Where the cost of loops lies

At threshold the cubic lattice has $3p_c=0.746$ joined bonds per cluster, against 0.600 in the loop-free estimate. The excess is 0.146. One might expect it to consist of bonds wasted on closing loops. At $L=32$, however, only 2.6% of the bonds joined before winding close loops. That is $0.0262\times0.746=0.020$ per cluster, about 13% of the excess, averaged over all components. Removing these bonds changes no component, yet still leaves $p=0.242$, well above 0.2.

The larger part appears when a component is grown outwards. Process its clusters one by one and test a contact only if the neighbour has not yet been reached. Suppose growth ends with $s$ clusters after $m_t$ tests. There are $6s$ contact ends. Of these, $m_t$ are used for tests and $s-1$ face the cluster from which their owner was reached. Call the remaining number $\ell$; these ends face clusters already reached by another route:

$$6s=m_t+(s-1)+\ell\quad\Rightarrow\quad
\frac{\ell}{s}=5-\frac{m_t}{s}+\frac1s .$$

Every test is a fresh trial with success probability $p$, and $s-1$ trials succeed. At threshold, large components are rare only as a power of their size, whereas a fixed deviation of the success share from $p_c$ is exponentially unlikely in $m_t$. In large critical components, therefore, $(s-1)/m_t\to p_c$ and

$$\frac{\ell}{s}\to5-\frac1{p_c}=0.980 .$$

Direct counting in components of at least 2000 clusters gave 0.983 lost ends and 4.017 tests per cluster. About one of the five onward sites is lost, leaving four useful ones. Without lost ends the relation returns $p_c=1/5$. It is an account of the shift, not an independent prediction, since $p_c$ was needed to grow the components.

A lost end need not carry a joined bond. Its contact may have been tested from the other side and found open, or may never have been tested. In components of at least 2000 clusters, about two thirds of the lost ends face a contact already tested and found open, about a quarter face an untested open contact, and only about 8% carry a joined bond. These components hold about 0.04 loop-closing bonds per cluster, twice the lattice average. This is why loops can be costly while few joined bonds close them.

## What this means for the cell setting

**Classify the bonding before choosing the boundary conditions.** If every closed path has $w=0$, each component can be unfolded whole and treated as a molecule. If some $w\ne0$, an isolated model requires cutting bonds and deciding how to cap them.

**Give a finite component room.** A component that spans $k$ clusters along an axis fits in a cell with $L=k$ provided no joined contact links it to its image. Its ends can then still face each other across an open contact. With $L\ge k+1$, at least one cluster position separates them along that axis.

**Do not use a denser reciprocal-space mesh as a substitute for disorder.** Such a mesh describes electronic states in a larger repeated crystal, but every repeat has the same bond pattern. A one-cluster cell with a joined contact remains a chain.

**Do not read the gel point from a few small cells.** At $L=8$ the threshold still varies by 0.023 from cell to cell, about 9% of $p_c$, and the cell already holds 512 clusters. With twelve tin atoms per cluster, as in the tin-oxo cage, that is 6144 tin atoms. A practical division of work is to use small cells for local bonding and the lattice calculation for connectivity.

**Choose the joined fraction for the intended state.** On this lattice $p=0.22$ represents a material of finite components, although the loop-free formula assigns a quarter of it to the gel.

## An EUV resist in numbers

Let random hits join contacts, with a mean of $H$ hits per contact. For independent hits the chance of none is $e^{-H}$, so

$$p=1-e^{-H},\qquad H=-\ln(1-p).$$

An incident dose $D$ of photons with energy $E$ deposits $\alpha D/E$ photons per volume in a film thin enough for absorption to be uniform; $\alpha$ is the absorption coefficient. With $\Phi$ hits per absorbed photon and $3/a^3$ contacts per volume at spacing $a$,

$$H=\frac{\alpha D\Phi/E}{3/a^3}=\frac{\alpha D\Phi a^3}{3E}
\quad\Rightarrow\quad D=\frac{3EH}{\alpha\Phi a^3}.$$

Round illustrative values are $a=1$ nm, $\alpha=0.02$ nm$^{-1}$ and a 20 nm film. The bulk dose depends on $a$ and $\alpha$ only through $\alpha a^3$, the absorption cross-section per cluster, so it is sensitive to the spacing. For the butyltin cage with twelve tin atoms (about 2470 g/mol), $a=1$ nm would mean a density of 4.1 g/cm$^3$, whereas a density near 1.9 g/cm$^3$ means $a\approx1.3$ nm. That spacing with the same $\alpha$ would roughly halve the bulk doses below, and with $\alpha=0.013$ nm$^{-1}$ it would lower them by about 30%. Ratios of bulk doses are unaffected. The yield $\Phi=4$ is a model choice. At 13.5 nm, $E=91.84$ eV. The cubic threshold needs $H=0.2860$, hence

$$\frac DE=\frac{3\times0.2860}{0.02\times4\times1^3}=10.7\ {\rm nm^{-2}},
\qquad D=15.8\ {\rm mJ/cm^2}.$$

The loop-free value $H=0.2231$ gives 12.3 mJ/cm$^2$. Loops thus cost 3.5 mJ/cm$^2$, a factor 1.28. This exceeds the factor 1.24 in $p$ because $-\ln(1-p)/p=1+p/2+p^2/3+\dots$ increases with $p$: more hits fall on contacts already joined.

### Which omissions matter

Hits from one photon lie close together. With four hits per photon and a Gaussian blur of 1.5 nm along each axis, the dose in a 24 nm periodic box is 15.2 mJ/cm$^2$, against 15.9 for independent hits in the same box. Bunching lowers the threshold here by about 4%.

If the top and bottom of the film are free, the cell should be periodic in the two lateral directions only. Winding in a film 20 clusters thick and 32 wide then needs 16.5 mJ/cm$^2$ under uniform exposure. With the absorption gradient it needs 18.7. Bringing the bottom itself to the bulk threshold takes $15.78\,e^{0.02\times20}=23.5$ mJ/cm$^2$. A laterally connected film is therefore not necessarily gelled down to the substrate.

If 10% of contacts, scattered at random, can never join, $p=0.9(1-e^{-H})$, and the bulk dose rises to 17.9 mJ/cm$^2$.

The joining rule matters far more. Suppose both facing ligands must be removed, and let $h$ be the mean number of hits per ligand. Then

$$p=(1-e^{-h})^2,\qquad h=-\ln(1-\sqrt p),\qquad H=2h,$$

since each contact has two ligands. With $\Phi$ still four, now counted as ligand hits, the gel dose is 76 mJ/cm$^2$, 4.8 times the one-hit value. At low dose $p\simeq h^2$, so most early hits leave a contact half prepared. The loop-free dose becomes 65 mJ/cm$^2$ and the ratio falls to 1.17. The relative cost of loops in dose thus depends on the chemistry as well as on the lattice.

Real resist films are disordered, their clusters do not all have six usable neighbours, and baking after exposure can form further bonds. The yield is uncertain, and for independent hits the calculated dose varies as $1/\Phi$. With bunched hits this is only approximate, because the number of hits per photon also shifts the threshold: at 1.5 nm blur the hits needed fall by about 4% for $\Phi=4$ and by about 14% for $\Phi=16$. Among the changes sized here, the two-ligand rule moves the result most. These doses mark the onset of a connected network within the model; the dose that prints a feature also depends on development and on the required line width. The full numerical output follows.

## Table of computed values

```
box side L, runs, mean winding p, width, hops per find
   8  1500 0.2495 0.0227 0.34
  12   700 0.2487 0.0148 0.34
  16   400 0.2488 0.0104 0.34
  24   150 0.2489 0.0058 0.34
  32    60 0.2492 0.0048 0.34
cubic threshold p_c = 0.2488 +- 0.0005 (1 s.e.)
loop-free threshold = 0.2000
threshold ratio cubic/loop-free = 1.244
joined bonds per cluster: cubic 0.746, loop-free 0.600
loop-closing share of joined bonds, L=32 = 2.62 %
p_c less that share = 0.2422
lost onward ends per cluster, counted = 0.983
lost onward ends, 5-1/p_c = 0.980
fresh tests per cluster, counted = 4.017
largest-component fraction, N = 97336
  p, loop-free formula, random graph, cubic
  0.180 0.0000 0.0030 0.0011
  0.220 0.2540 0.2649 0.0051
  0.235 0.3965 0.3988 0.0301
  0.265 0.5988 0.5984 0.4734
S at p=0.15: formula 4.600, random 4.587, cubic 4.229
spacing = 1.0 nm, film = 20 nm, blur = 1.5 nm
absorption = 0.02 per nm, hits per photon = 4
photon energy at 13.5 nm = 91.84 eV
hits per contact: cubic 0.2860, loop-free 0.2231
gel dose, cubic = 15.78 mJ/cm2
gel dose, loop-free = 12.31 mJ/cm2
extra dose = 3.47 mJ/cm2
dose ratio = 1.282
neglected effects: dose in mJ/cm2 (+- 1 s.e. if sampled)
  24 nm box, independent hits: 15.85 +- 0.06
  24 nm box, bunched hits: 15.16 +- 0.08
  film, uniform exposure: 16.50 +- 0.06
  film, absorption gradient: 18.70 +- 0.12
  10% dead contacts: 17.85
  film bottom at bulk p_c: 23.55
  both ligands needed, cubic: 76.22
  both ligands needed, loop-free: 65.42
  both ligands needed, dose ratio: 1.165
```
